# Currie's Detection Limit for Paired Signal and Background Counts: verification in Python

```python
"""
Detection limit for paired counts (equal counting times).

Gross count G ~ Poisson(S+B), blank count N ~ Poisson(B), net D = G-N.
Detection is declared when D > L_C. Result under test, for equal error
rates with one-sided normal quantile k:
    L_C = k*sqrt(2B),   L_D = k^2 + 2*k*sqrt(2B)
S: mean signal counts, B: mean background counts, L_C: critical level,
L_D: mean signal that is missed with the allowed probability.
The formulas are compared with root finding on the normal definition
and with exact sums over Poisson (or gamma-mixed Poisson) counts.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.stats import nbinom, norm, poisson

ERROR_RATE = 0.05
k = norm.isf(ERROR_RATE)


def critical_level(null_sd, k_alpha=k):
    return k_alpha * null_sd


def detection_limit(null_sd):
    return k**2 + 2 * k * null_sd


def detection_limit_unequal(null_sd, k_alpha, k_beta):
    level = k_alpha * null_sd
    return level + k_beta**2 / 2 + k_beta * np.sqrt(
        k_beta**2 / 4 + level + null_sd**2)


def count_axis(largest_mean):
    return np.arange(int(largest_mean + 12 * np.sqrt(largest_mean) + 60))


def prob_not_declared(gross_pmf, blank_pmf, threshold):
    """Exact P(G-N <= threshold); threshold may depend on N."""
    blank_counts = np.arange(len(blank_pmf))
    last_gross = blank_counts + np.floor(threshold).astype(int)
    cumulative = np.cumsum(gross_pmf)
    last_gross = np.clip(last_gross, 0, len(cumulative) - 1)
    return float(np.sum(blank_pmf * cumulative[last_gross]))


def poisson_not_declared(signal, background, threshold, drift=0.0):
    n = count_axis(signal + background + abs(drift))
    return prob_not_declared(poisson.pmf(n, signal + background + drift),
                             poisson.pmf(n, background), threshold)


def exact_limit(background, threshold):
    """Signal missed with probability ERROR_RATE, exact Poisson sums."""
    upper = 2 * threshold + 20 + 5 * np.sqrt(background)
    return brentq(lambda s: poisson_not_declared(s, background, threshold)
                  - ERROR_RATE, threshold, upper, xtol=1e-10)


# Mean and variance of the net count from the full joint distribution
test_signal, test_background = 7.0, 5.0
n = count_axis(test_signal + test_background)
joint = np.outer(poisson.pmf(n, test_signal + test_background),
                 poisson.pmf(n, test_background))
net = n[:, None] - n[None, :]
net_mean = np.sum(joint * net)
net_variance = np.sum(joint * (net - net_mean)**2)
assert abs(net_mean - test_signal) < 1e-8
assert abs(net_variance - (test_signal + 2 * test_background)) < 1e-7

# Closed forms against root finding on the normal-probability definition
for background in (0.0, 0.5, 10.0, 200.0, 5000.0):
    sd0 = np.sqrt(2 * background)
    for alpha, beta in ((0.05, 0.05), (0.01, 0.10), (0.10, 0.02)):
        level = norm.isf(alpha) * sd0

        def miss_excess(s):
            return norm.cdf((level - s) / np.sqrt(s + sd0**2)) - beta

        root = brentq(miss_excess, level + 1e-9, level + 50 + 10 * sd0,
                      xtol=1e-11)
        formula = detection_limit_unequal(sd0, norm.isf(alpha),
                                          norm.isf(beta))
        assert abs(root - formula) < 1e-6 * (1 + formula)
        if alpha == beta:
            assert abs(root - detection_limit(sd0)) < 1e-6 * (1 + root)

print(f"one-sided 5% normal quantile k = {k:.4f}")
print(f"constant k^2 = {k**2:.4f} counts")
print(f"coefficient of sqrt(B) in L_C = {np.sqrt(2)*k:.4f}")
print(f"coefficient of sqrt(B) in L_D = {2*np.sqrt(2)*k:.4f}")
print(f"B where both terms of L_D are equal = {k**2/8:.3f} counts")

# Additive constant from exact Poisson sums, threshold midway between integers
print("Exact additive constant, L_C at a half-integer:")
scaled_gaps = []
for smallest_declared in (24, 74, 233):
    midpoint = smallest_declared - 0.5
    background = (midpoint / k)**2 / 2
    constant = exact_limit(background, midpoint) - 2 * midpoint
    gap = k**2 - constant
    scaled_gaps.append(gap * np.sqrt(background))
    print(f" B = {background:.1f}, L_C = {midpoint:.1f}: "
          f"constant = {constant:.4f}, gap*sqrt(B) = {scaled_gaps[-1]:.3f}")
assert all(0.5 < g < 0.9 for g in scaled_gaps)
assert abs(scaled_gaps[2] / scaled_gaps[1] - 1) < 0.10

# Exact error rates of the normal-approximation rule
print("Exact rates (%), known B; last: threshold from observed N:")
observed_blank_rate = {}
for background in (0.0, 1.0, 5.0, 20.0, 200.0):
    sd0 = np.sqrt(2 * background)
    level, limit = critical_level(sd0), detection_limit(sd0)
    false_positive = 1 - poisson_not_declared(0.0, background, level)
    miss = poisson_not_declared(limit, background, level)
    needed = exact_limit(background, level)
    n = count_axis(background)
    pmf = poisson.pmf(n, background)
    plug_in = 1 - prob_not_declared(pmf, pmf, k * np.sqrt(2 * n))
    observed_blank_rate[background] = plug_in
    print(f" B={background:.0f}: L_C={level:.2f}, L_D={limit:.2f}, "
          f"false pos={100*abs(false_positive):.2f}, miss={100*miss:.2f}, "
          f"exact L_D={needed:.2f}, with N={100*abs(plug_in):.2f}")
    if background == 0:
        assert abs(false_positive) < 1e-12
        assert abs(miss - np.exp(-limit)) < 1e-12
        assert abs(needed + np.log(ERROR_RATE)) < 1e-8
assert observed_blank_rate[1.0] > 0.20
assert 0.052 < observed_blank_rate[200.0] < 0.065

# Worked example: trace metal on a silicon wafer, round model parameters
background_density = 0.002      # counts per second per eV
window_width = 200.0            # eV
run_time = 500.0                # s, for each of the two runs
unit_areal = 1e10               # atoms/cm2
sensitivity = 0.05              # counts per second per unit_areal
background_rate = background_density * window_width
B = background_rate * run_time
sd0 = np.sqrt(2 * B)
L_C, L_D = critical_level(sd0), detection_limit(sd0)
counts_per_areal = sensitivity * run_time / unit_areal
areal_limit = L_D / counts_per_areal
per_square_angstrom = (constants.angstrom / constants.centi)**2
alpha_exact = 1 - poisson_not_declared(0.0, B, L_C)
beta_exact = poisson_not_declared(L_D, B, L_C)
assert abs(alpha_exact - ERROR_RATE) < 0.006
assert abs(beta_exact - ERROR_RATE) < 0.006
print("Example, trace metal on a silicon wafer:")
print(f" background density = {background_density:.3f} counts/(s eV)")
print(f" energy window = {window_width:.0f} eV")
print(f" background rate = {background_rate:.2f} counts/s")
print(f" time per run = {run_time:.0f} s")
print(f" sensitivity = {sensitivity:.2f} counts/s per "
      f"{unit_areal:.0e} atoms/cm2")
print(f" B = {B:.0f} counts, null std. dev. = {sd0:.2f} counts")
print(f" L_C = {L_C:.2f} counts, L_D = {L_D:.2f} counts")
print(f" share of k^2 in L_D = {100*k**2/L_D:.1f} %")
print(f" areal detection limit = {areal_limit:.3e} atoms/cm2")
print(f" same limit = {areal_limit*per_square_angstrom:.3e} atoms/A2")

# Time needed to reach a chosen areal detection limit
target_rate = sensitivity       # target is one unit_areal
needed_time = (k * (np.sqrt(2 * background_rate)
                    + np.sqrt(2 * background_rate + target_rate))
               / target_rate)**2
target_B, target_S = background_rate * needed_time, target_rate * needed_time
target_level = critical_level(np.sqrt(2 * target_B))
target_alpha = 1 - poisson_not_declared(0.0, target_B, target_level)
target_beta = poisson_not_declared(target_S, target_B, target_level)
assert abs(target_alpha - ERROR_RATE) < 0.004
assert abs(target_beta - ERROR_RATE) < 0.004
print(f" time per run for {unit_areal:.0e} atoms/cm2 = {needed_time:.0f} s")
print(f" there: B = {target_B:.0f}, S = {target_S:.1f} counts")
print(f" there: exact false pos = {100*target_alpha:.2f} %, "
      f"miss = {100*target_beta:.2f} %")

# Neglected effect: independent relative spread of the background in each run
spread = 0.05
wide_sd0 = np.sqrt(2 * B + 2 * (spread * B)**2)
wide_level, wide_limit = critical_level(wide_sd0), detection_limit(wide_sd0)
shape = 1 / spread**2
n = np.arange(900)
mixed_pmf = nbinom.pmf(n, shape, shape / (shape + B))
with_signal = np.convolve(mixed_pmf, poisson.pmf(n, wide_limit))
old_rule_alpha = 1 - prob_not_declared(mixed_pmf, mixed_pmf, L_C)
wide_alpha = 1 - prob_not_declared(mixed_pmf, mixed_pmf, wide_level)
wide_beta = prob_not_declared(with_signal, mixed_pmf, wide_level)
assert abs(wide_alpha - ERROR_RATE) < 0.006
assert abs(wide_beta - ERROR_RATE) < 0.006
assert old_rule_alpha > 0.08
print("Neglected effects for the example:")
print(f" background spread {100*spread:.0f} % per run: "
      f"false pos with old L_C = {100*old_rule_alpha:.2f} %")
print(f"  corrected L_C = {wide_level:.2f}, L_D = {wide_limit:.2f} counts")
print(f"  exact rates then: false pos = {100*wide_alpha:.2f} %, "
      f"miss = {100*wide_beta:.2f} %")
print(f"  corrected areal limit = {wide_limit/counts_per_areal:.3e} atoms/cm2")

# Neglected effect: background higher in the sample run than in the blank run
drift_fraction = 0.02
drift_alpha = 1 - poisson_not_declared(0.0, B, L_C, drift_fraction * B)
assert drift_alpha > alpha_exact + 0.01
print(f" background drift +{100*drift_fraction:.0f} %: "
      f"false pos = {100*drift_alpha:.2f} %")

# Neglected effect: dead time removes a small fraction of all counts
total_rate, dead_time = 5000.0, 5e-6
lost = total_rate * dead_time
dead_limit = (detection_limit(np.sqrt(2 * B * (1 - lost)))
              / (counts_per_areal * (1 - lost)))
print(f" total rate {total_rate:.0f} counts/s, dead time "
      f"{dead_time/constants.micro:.0f} us: loss = {100*lost:.1f} %")
print(f"  areal limit rises by {100*(dead_limit/areal_limit-1):.2f} %")

# Neglected effect: true sensitivity lower than the calibrated value
sensitivity_error = 0.10
low_limit = L_D / (counts_per_areal * (1 - sensitivity_error))
print(f" sensitivity {100*sensitivity_error:.0f} % lower: "
      f"areal limit = {low_limit:.3e} atoms/cm2")

print("verified")
```

It prints:

```
one-sided 5% normal quantile k = 1.6449
constant k^2 = 2.7055 counts
coefficient of sqrt(B) in L_C = 2.3262
coefficient of sqrt(B) in L_D = 4.6523
B where both terms of L_D are equal = 0.338 counts
Exact additive constant, L_C at a half-integer:
 B = 102.1, L_C = 23.5: constant = 2.6409, gap*sqrt(B) = 0.653
 B = 998.4, L_C = 73.5: constant = 2.6834, gap*sqrt(B) = 0.699
 B = 9989.9, L_C = 232.5: constant = 2.6984, gap*sqrt(B) = 0.716
Exact rates (%), known B; last: threshold from observed N:
 B=0: L_C=0.00, L_D=2.71, false pos=0.00, miss=6.68, exact L_D=3.00, with N=0.00
 B=1: L_C=2.33, L_D=7.36, false pos=3.72, miss=4.65, exact L_D=7.23, with N=23.96
 B=5: L_C=5.20, L_D=13.11, false pos=4.04, miss=5.27, exact L_D=13.25, with N=9.78
 B=20: L_C=10.40, L_D=23.51, false pos=4.82, miss=4.97, exact L_D=23.49, with N=7.33
 B=200: L_C=32.90, L_D=68.50, false pos=5.21, miss=4.79, exact L_D=68.04, with N=5.73
Example, trace metal on a silicon wafer:
 background density = 0.002 counts/(s eV)
 energy window = 200 eV
 background rate = 0.40 counts/s
 time per run = 500 s
 sensitivity = 0.05 counts/s per 1e+10 atoms/cm2
 B = 200 counts, null std. dev. = 20.00 counts
 L_C = 32.90 counts, L_D = 68.50 counts
 share of k^2 in L_D = 3.9 %
 areal detection limit = 2.740e+10 atoms/cm2
 same limit = 2.740e-06 atoms/A2
 time per run for 1e+10 atoms/cm2 = 3570 s
 there: B = 1428, S = 178.5 counts
 there: exact false pos = 5.08 %, miss = 4.92 %
Neglected effects for the example:
 background spread 5 % per run: false pos with old L_C = 9.22 %
  corrected L_C = 40.29, L_D = 83.29 counts
  exact rates then: false pos = 4.91 %, miss = 5.07 %
  corrected areal limit = 3.331e+10 atoms/cm2
 background drift +2 %: false pos = 7.81 %
 total rate 5000 counts/s, dead time 5 us: loss = 2.5 %
  areal limit rises by 1.32 %
 sensitivity 10 % lower: areal limit = 3.044e+10 atoms/cm2
verified
```
